# Where Bethe stopping changes sign in silicon, and the Joy–Luo correction

**Question**

I am simulating low-voltage scanning electron microscopy of silicon. Between elastic collisions, each electron loses energy continuously according to the nonrelativistic Bethe formula

\[
S_B(E)\equiv-\frac{dE}{ds}=\frac{C}{E}\ln\frac{aE}{J},\qquad a\approx1.166 .
\]

Here \(E\) is the kinetic energy, \(s\) the path length and \(J\) the mean excitation energy. At 1 keV nothing looks wrong. Further down, the electrons pile up at one energy, and an electron started at 100 eV gains energy from the silicon.

Where does the formula change sign, and does that energy mean anything physically? I was advised to replace \(J\) by the Joy–Luo expression \(J'=J/(1+kJ/E)\), with \(k=0.822\) for silicon. How much does this change below 1 keV, and does it keep the stopping power positive at every energy?

**Answer**

The logarithm vanishes at \(E=J/a\). To see whether that energy has a meaning, one has to know what went into the logarithm, so I derive it first. I assume an amorphous target, electronic losses only and the first Born approximation. I write \(\kappa=e_0^2/4\pi\varepsilon_0\), with \(e_0\) the elementary charge; a plain \(e\) is Euler's number.

**Close collisions**

In a hard collision the target electron is nearly free and at rest. For two equal masses the centre-of-mass energy is \(E/2\). With \(u=\sin^2(\theta/2)\), where \(\theta\) is the centre-of-mass scattering angle, Rutherford's cross-section is

\[
\frac{d\sigma}{d\Omega}=\left[\frac{\kappa}{4(E/2)u}\right]^2=\frac{\kappa^2}{4E^2u^2}.
\]

The struck electron leaves with laboratory speed \(v\sin(\theta/2)\), so the energy transfer is \(W=Eu\). Since \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,du\) and \(du=dW/E\),

\[
\frac{d\sigma}{dW}=\frac{\kappa^2}{4E^2u^2}\,\frac{4\pi}{E}=\frac{\pi\kappa^2}{E}\,\frac1{W^2}.
\]

The two electrons are identical. The direct amplitude is proportional to \(f=1/W\) and the exchange amplitude to \(g=1/(E-W)\). For unpolarized electrons the singlet has weight 1/4 and the triplet 3/4:

\[
\tfrac14(f+g)^2+\tfrac34(f-g)^2=f^2+g^2-fg .
\]

This replaces \(1/W^2\). The faster outgoing electron is called the primary, so \(W\le E/2\).

Now take the energy lost in collisions with \(W>W_c\), where \(W_c\ll E\). The three terms, each multiplied by \(W\), integrate as follows:

\[
\int_{W_c}^{E/2}\frac{dW}{W}=\ln\frac{E}{2W_c},
\]

\[
\int_0^{E/2}\left[\frac{W}{(E-W)^2}-\frac1{E-W}\right]dW
=\left[\frac{E}{E-W}+2\ln(E-W)\right]_0^{E/2}=1-2\ln2 .
\]

The lower limit of the second integral may be set to zero because the error is of order \(W_c/E\). The close part per target electron is therefore

\[
\frac{\pi\kappa^2}{E}\left[\ln\frac{E}{8W_c}+1\right].
\]

**Distant collisions**

For a momentum transfer \(\hbar q\), define \(Q=\hbar^2q^2/2m\). The Born cross-section for exciting an atom by energy \(W_n\) is the Rutherford factor times the transition probability \(P_n(Q)\) for that momentum kick:

\[
d\sigma_n=\frac{\pi\kappa^2}{E}\,P_n(Q)\frac{dQ}{Q^2}.
\]

With the generalized oscillator strength \(f_n(Q)=W_nP_n(Q)/Q\), the energy-weighted cross-section is

\[
W_n\,d\sigma_n=\frac{\pi\kappa^2}{E}f_n(Q)\frac{dQ}{Q}.
\]

The Bethe sum rule gives \(\sum_nf_n(Q)=Z\) at every \(Q\), where \(Z\) is the number of electrons per atom. The atomic details therefore enter through the lower limits of the \(Q\) integrals. There \(Q\) is small and \(f_n(Q)\) can be replaced by the optical strength \(f_n\).

The lower limit belongs to forward scattering, where the momentum transfer is the difference of the initial and final momenta:

\[
Q_{\min}=\left(\sqrt E-\sqrt{E-W_n}\right)^2
=\left[\frac{W_n}{\sqrt E+\sqrt{E-W_n}}\right]^2\approx\frac{W_n^2}{4E}.
\]

The last form requires \(W_n\ll E\). Defining \(Z\ln J=\sum_nf_n\ln W_n\), we get

\[
\sum_nf_n\int_{W_n^2/4E}^{W_c}\frac{dQ}{Q}
=\sum_nf_n\ln\frac{4EW_c}{W_n^2}=Z\ln\frac{4EW_c}{J^2}.
\]

Per electron, the close and distant brackets add to

\[
1+\ln\frac{E}{8W_c}+\ln\frac{4EW_c}{J^2}
=\ln\frac{eE^2}{2J^2}=2\ln\left(\sqrt{\frac e2}\,\frac EJ\right).
\]

The dividing energy \(W_c\) has cancelled. Multiplication by the electron density \(n_e\) gives your formula with

\[
C=2\pi n_e\kappa^2,\qquad a=\sqrt{e/2}=1.1658 .
\]

**The sign change in silicon**

The zero and the maximum follow from

\[
\ln\frac{aE_0}{J}=0\;\Rightarrow\;E_0=J\sqrt{\frac2e},
\qquad
\frac{dS_B}{dE}=\frac C{E^2}\left[1-\ln\frac{aE}{J}\right]=0\;\Rightarrow\;E_{\max}=J\sqrt{2e}.
\]

For \(J\) I use the empirical Berger–Seltzer fit:

\[
J=9.76Z+58.5Z^{-0.19}\ \text{eV}=172.07\ \text{eV}\quad(Z=14).
\]

Hence \(E_0=0.8578\times172.07=147.6\) eV, or 0.1476 keV. A change of \(J\) by 2 percent either way moves it to 144.6 or 150.5 eV, so the last digits of 147.6 eV serve only to check the arithmetic.

With density 2.33 g/cm³ and molar mass 28.09 g/mol, \(n_e=699.3\) nm⁻³. With \(\kappa=1.43996\) eV nm,

\[
C=2\pi(699.3)(1.43996)^2\approx9111\ \text{eV}^2/\text{nm}.
\]

The Bethe maximum is \(C/E_{\max}=9111/401.2=22.7\) eV/nm. Below 401 eV the formula already makes a slower electron lose less energy per nanometre, well before the sign changes.

**Why the negative values are not an energy gain**

Before any approximation beyond Born's, the loss to a ground-state target is a sum of terms \(W_n\,d\sigma_n\). Each has \(W_n>0\) and a nonnegative cross-section, and the sum includes only states with \(W_n\le E\). It cannot be negative.

The Bethe logarithm is instead \(Z^{-1}\sum_nf_n\ln(aE/W_n)\) over all states. When \(E\) falls below an inner-shell excitation energy, that excitation should disappear. The formula keeps it, and once \(W_n>aE\) it counts as a negative loss. The approximation for \(Q_{\min}\) has then been used where \(\sqrt{E-W_n}\) is not even real. So \(E_0\) is not a threshold of silicon; it is where the wrongly retained negative terms balance the positive ones.

A solvable model shows the effect. A momentum kick takes a harmonic oscillator from its ground state to a Poisson distribution of quanta with mean \(y=Q/\hbar\omega\). For a projectile treated as distinguishable from the target electrons, the number replacing the logarithm is, with \(x=E/\hbar\omega\),

\[
L(x)=\frac12\sum_{1\le n\le x}n\int_{y_-}^{y_+}\frac{dy}{y^2}\frac{e^{-y}y^n}{n!},
\qquad y_\pm=\left(\sqrt x\pm\sqrt{x-n}\right)^2 .
\]

Without exchange, the close bracket is \(\ln(E/W_c)\), because transfers run up to \(E\). Adding the distant bracket gives \(2\ln(2E/J)\), so \(L\) should approach \(\ln(2x)\). At \(x=2000.5\) the sum gives 8.2937 and the logarithm 8.2943.

I then built a rough silicon atom from such oscillators:

- Four valence electrons sit at the free-electron plasmon energy, 16.6 eV.
- Six, two and two core electrons start from rough edges of 100, 150 and 1840 eV.
- The core energies are multiplied by a common factor 2.258, chosen so that the whole set reproduces \(J\). They become 225.8, 338.7 and 4155 eV.

At 60 eV the Born number per electron is \(+0.430\), while \(\ln(2E/J)=-0.360\). In this model the negative sign comes entirely from the logarithm.

**What the sign change does to your simulation**

Put \(E=E_0+\delta\) with \(|\delta|\ll E_0\). Then \(\ln(E/E_0)\approx\delta/E_0\), and

\[
\frac{d\delta}{ds}=-S_B\approx-\frac{C}{E_0^2}\delta
\;\Rightarrow\;
\delta(s)=\delta(0)e^{-s/\lambda},\qquad
\lambda=\frac{E_0^2}{C}=2.39\ \text{nm}.
\]

Above \(E_0\) electrons slow down towards it; below \(E_0\) they are accelerated towards it. Integrating the Bethe equation over 40 nm from 200 eV and from 100 eV ends at 147.60 eV in both cases. That is your pile-up.

The path length needed to slow from \(E_1\) to \(E_2>E_0\) shows the same thing. Put \(E=E_0e^t\), so that \(dE=E_0e^tdt\) and the logarithm becomes \(t\):

\[
\int_{E_2}^{E_1}\frac{E\,dE}{C\ln(E/E_0)}
=\lambda\int_{t_2}^{t_1}\frac{e^{2t}}t\,dt
=\lambda\left[\operatorname{Ei}(2t_1)-\operatorname{Ei}(2t_2)\right],
\qquad t_i=\ln\frac{E_i}{E_0},
\]

where \(\operatorname{Ei}\) is the exponential integral. As \(E_2\to E_0\), \(t_2\to0\) and the length diverges logarithmically. In the continuous equation, a cutoff energy below \(E_0\) is therefore never reached from above. A program that subtracts \(S_B\Delta s\) in finite steps can jump past \(E_0\) if a step is longer than about \(\lambda\). Near \(E_0\) each step multiplies \(\delta\) by \(1-\Delta s/\lambda\), so with fixed steps the electron still settles at \(E_0\) if \(\Delta s<2\lambda\approx4.8\) nm. Longer fixed steps overshoot: just above \(2\lambda\) the energy alternates between two values on either side of \(E_0\), and much longer steps make it irregular. With random step lengths, a minority of steps longer than \(2\lambda\) does not remove the pile-up, but an occasional long step can carry an electron below the cutoff or to a much higher energy.

**The Joy–Luo correction**

Since \(1/J'=(1+kJ/E)/J\),

\[
S_{JL}(E)=\frac CE\ln\frac{aE}{J'}=\frac CE\ln\frac{a(E+kJ)}J .
\]

At 200 eV, \(kJ=141.4\) eV and \(C/E=45.56\) eV/nm. The two values are

\[
S_B=45.56\ln(1.355)=13.8\ \text{eV/nm},\qquad
S_{JL}=45.56\ln(2.313)=38.2\ \text{eV/nm}.
\]

With \(J\) and \(k\) held fixed, other energies give:

| \(E\) (eV) | \(S_B\) (eV/nm) | \(S_{JL}\) (eV/nm) | \(J'\) (eV) |
|---:|---:|---:|---:|
| 100 | −35.5 | 44.8 | 71.3 |
| 200 | 13.8 | 38.2 | 100.8 |
| 500 | 22.2 | 26.8 | 134.1 |
| 1000 | 17.4 | 18.6 | 150.7 |

The difference between the formulas has a simple high-energy limit:

\[
S_{JL}-S_B=\frac CE\ln\left(1+\frac{kJ}{E}\right)\approx\frac{CkJ}{E^2}\qquad(E\gg kJ).
\]

At 1 keV this estimate is 1.29 eV/nm, against 1.21 eV/nm from the full expressions. Relative to Bethe, Joy–Luo is 7 percent higher at 1 keV, 10 percent higher at 781 eV and 20 percent higher at 500 eV. At 200 eV it is 2.76 times as large. Near \(E_0\) the ratio loses its use because its denominator goes through zero.

For slowing from 1000 to 200 eV, the path length is 39.7 nm with Bethe and 32.4 nm with Joy–Luo. The Bethe path is 23 percent longer, relative to Joy–Luo. These are lengths along the trajectory, not penetration depths, which also depend on elastic scattering.

**Does it stay positive?**

Not with your value of \(k\). As \(E\to0\), the argument of the logarithm tends to \(ak\). Because the argument increases with \(E\), the stopping power is positive for every \(E>0\) if and only if

\[
ak\ge1,\qquad\text{that is}\qquad k\ge\sqrt{2/e}=0.8578 .
\]

For smaller \(k\) the zero moves to \(J(\sqrt{2/e}-k)\). With \(k=0.822\) this is about 6 eV, and with \(k=0.85\) about 1.3 eV. This is far below the Bethe zero, but a program that follows electrons to a few electronvolts will still meet it.

At the critical value \(ak=1\), the logarithm is \(\ln[1+E/(kJ)]\approx E/(kJ)\) for small \(E\). The stopping power then tends to the constant \(C/(kJ)=61.7\) eV/nm. That limit is not physical either: an electron with less energy than the band gap cannot excite a valence electron across it, so this electronic loss must vanish. For \(ak>1\) the logarithm tends to the positive constant \(\ln(ak)\), so the stopping power diverges as \(C\ln(ak)/E\) when \(E\to0\). Choosing a larger \(k\) repairs the sign, not the physics.

For \(k=0.822\) the maximum satisfies \(E/(E+kJ)=\ln[a(E+kJ)/J]\). It lies at about 51 eV, with 47 eV/nm.

**Does the correction have a physical basis?**

A decreasing \(J'\) imitates the loss of inner-shell excitations. To test the size of this effect, take the four groups above but keep only positive logarithms:

\[
S_{\rm shell}=\frac{C}{ZE}\sum_i f_i\max\left[0,\ln\frac{aE}{W_i}\right].
\]

At 1 keV this removes only the K-shell term,

\[
\frac{C}{E}\,\frac{2}{14}\ln\frac{1165.8}{4155}\approx-1.65\ \text{eV/nm},
\]

and so raises 17.43 to about 19.1 eV/nm. Between 100 and 1000 eV, the shell estimate stays between about 9 percent below and about 13 percent above Joy–Luo, relative to Joy–Luo. The negative deviations, found between about 145 and 370 eV, come from placing each core group at a single scaled energy. This delays the core contribution: the six-electron group, for example, gives nothing below 194 eV, although the real edge is near 100 eV. At 50 eV the disagreement is larger: the estimate gives 65 eV/nm against 47 eV/nm.

This makes the mechanism plausible but does not prove the formula. The oscillator atom, which uses the exact momentum limits but the same scaled core energies, gives a Born number of 2.302 at 1 keV, below \(\ln(2E/J)=2.453\). Dropping the K-shell term alone would have raised the logarithm by 0.10, so the open shells must fall short of their own logarithms by about 0.26. At 500 eV the Born number is also lower, 1.613 against 1.760. In that model the correction at these two energies has the opposite sign to Joy–Luo. It neglects exchange and represents each shell by one oscillator, so it does not decide the true value for silicon. It does show that a few percent at 1 keV cannot be settled by shell counting.

**Using this for a real specimen**

The density and beam energies are typical of low-voltage microscopy of silicon. Relativity is negligible here: it shifts the Bethe value at 1 keV by 0.22 percent. The choice of \(k\) also matters little at 200 eV, where going from \(k=0.80\) to \(k=0.85\) raises the Joy–Luo value by about 3 percent.

The Born approximation is a larger concern. Its parameter \(\alpha c/v\), with \(\alpha\) the fine-structure constant and \(v\) the electron speed, is 0.12 at 1 keV but 0.30 at \(E_0\). Continuous slowing down also becomes coarse: one 16.6 eV plasmon loss takes 1.7 percent of the energy at 1 keV and 11 percent at \(E_0\). A real electron therefore loses energy in visible steps, and electrons that have travelled equal paths have different energies.

For mean energy loss between about 100 eV and 1 keV, I would use Joy–Luo instead of Bethe, because it stays positive there. Nothing above fixes its true error. The shell estimate differs from it by up to 13 percent, but that is a difference between two rough models, not an error bound. If your signal depends on electrons below about 100 eV, or on the spread of losses, replace the continuous formula by sampled inelastic events from an energy-loss function of silicon. The full set of values is in the numerical output below.

## Numbers as computed

```
Z = 14, density = 2.33 g/cm3, molar mass = 28.09 g/mol
J = 172.07 eV, k = 0.822, a = 1.1658, sqrt(2/e) = 0.8578
e^2/(4 pi eps0) = 1.43996 eV nm, n_e = 699.3 per nm3
C = 9111.0 eV2/nm
Bethe sign change E0 = 147.60 eV = 0.1476 keV
Bethe maximum: 22.71 eV/nm at 401.2 eV
Joy-Luo maximum: 47.40 eV/nm at 50.8 eV
Joy-Luo residual zero: 6.15 eV (k=0.85: 1.34 eV)
Limit E->0 at k = sqrt(2/e): 61.73 eV/nm
E (eV) | Bethe, Joy-Luo, shell estimate (eV/nm) | JL/Bethe | J' (eV)
   50 |  -197.25   47.40   65.40 |  -0.240 |   44.9
  100 |   -35.47   44.84   50.74 |  -1.264 |   71.3
  150 |     0.98   41.33   40.87 |  42.126 |   88.6
  200 |    13.84   38.21   35.02 |   2.760 |  100.8
  300 |    21.54   33.27   32.28 |   1.545 |  116.9
  500 |    22.23   26.77   27.35 |   1.204 |  134.1
  700 |    20.26   22.66   23.29 |   1.118 |  143.1
 1000 |    17.43   18.64   19.09 |   1.069 |  150.7
Joy-Luo exceeds Bethe by 10 percent at 781 eV
Relaxation length at E0: 2.391 nm
Bethe, after 40 nm: 200 eV -> 147.60 eV, 100 eV -> 147.60 eV
Path 1000 -> 200 eV: Bethe 39.73 nm, Joy-Luo 32.41 nm
Path 1000 -> 50 eV: Joy-Luo 35.90 nm
Valence plasmon 16.60 eV, core scale factor 2.258
Rough core edges (eV): [ 100.  150. 1840.] electrons: [6 2 2]
Scaled core energies (eV): [ 225.8  338.7 4155.3]
Shell estimate minus Joy-Luo, 100-1000 eV: -8.9 to 13.2 percent
One oscillator, E/hw = 2000.5: Born 8.2937, log 8.2943
Oscillator atom without exchange: E (eV), Born number, ln(2E/J)
   60   0.430  -0.360
  200   0.874   0.844
  500   1.613   1.760
 1000   2.302   2.453
Relativistic shift of Bethe at 1000 eV: 0.22 percent
Born parameter alpha c/v: 0.304 at E0, 0.117 at 1000 eV
One plasmon loss / E: 11.2 percent at E0, 1.7 percent at 1000 eV
E0 for J -2 and +2 percent: 144.6, 150.5 eV
Joy-Luo at 200 eV for k = 0.80, 0.85: 37.70, 38.85 eV/nm
```
